# Charging time of a dilute electrolyte between blocking electrodes

## Definitions and the result

A dilute electrolyte fills the space \(-L<x<L\) between two flat electrodes. Its ions carry charges \(\pm ze\), have the same diffusivity \(D\), and start at the same uniform concentration \(c_0\). The permittivity is \(\varepsilon\), the temperature \(T\), and SI units are used. The electrodes are blocking: no ion crosses them or reacts there. At \(t=0\) their potentials are stepped from zero to \(-V\) on the left and \(+V\) on the right.

The Debye length \(\lambda\), the ratio \(\eta\) and the scaled voltage \(v\) are

\[
\lambda^2=\frac{\varepsilon kT}{2z^2e^2c_0},\qquad \eta=\frac{\lambda}{L},\qquad v=\frac{zeV}{kT}.
\]

An ion-free compact layer may separate each electrode from the electrolyte. Its thickness, converted to the permittivity \(\varepsilon\), is written \(\delta\lambda\); \(\delta=0\) means no such layer. The quantity followed in time is the ionic charge drawn to the positive electrode, per unit area and counted positive,

\[
Q(t)=-\int_0^L\rho\,dx,\qquad \rho=ze(c_+-c_-).
\]

For \(v\ll1\), \(\eta\ll1\) and a compact layer that is also thin, \(\delta\lambda\ll L\), \(Q\) approaches its final value exponentially with the time

\[
\tau=\frac{\lambda L}{D(1+\delta)},
\]

which is \(\lambda L/D\) without a compact layer. It is longer than \(\lambda^2/D\) by the factor \(L/[\lambda(1+\delta)]\), which is \(L/\lambda\) without a compact layer and large whenever both layers are thin. Low voltage alone does not suffice: the layers must also be thin compared with the cell.

## First derivation: the modes of the linear equations

**Linearization.** Ions diffuse and drift in the potential \(\phi\):

\[
\partial_t c_\pm=D\,\partial_x\!\left(\partial_xc_\pm\pm\frac{ze}{kT}c_\pm\,\partial_x\phi\right),\qquad -\varepsilon\,\partial_x^2\phi=\rho .
\]

At low voltage both \(c_\pm-c_0\) and \(\phi\) are proportional to \(V\). In the drift term \(c_\pm\) may then be replaced by \(c_0\), since the rest is of second order. Subtracting the two ion equations and multiplying by \(ze\) gives \(\partial_t\rho=-\partial_xJ\), with the ionic current density

\[
J=-D\left(\rho'+\frac{2z^2e^2c_0}{kT}\phi'\right)=-D\left(\rho'+\frac{\varepsilon}{\lambda^2}\phi'\right),
\]

where a prime means \(\partial_x\). Poisson's equation turns this into

\[
\partial_t\rho=D\left(\rho''-\frac{\rho}{\lambda^2}\right).
\]

The sum \(c_++c_-\) obeys a diffusion equation without a source and stays at \(2c_0\) to this order.

The last equation suggests the time \(\lambda^2/D\), but it is incomplete without its boundary conditions, which couple \(\rho\) to the potential:

\[
\rho'+\frac{\varepsilon}{\lambda^2}\phi'=0,\qquad \phi\pm\delta\lambda\,\phi'=\pm V\qquad\text{at }x=\pm L .
\]

The first says that \(J\) vanishes at a blocking wall. The second adds the voltage across the compact layer.

**All rates are real.** A free mode varies as \(e^{st}\) with \(V=0\). Put \(\mu=\phi+\lambda^2\rho/\varepsilon\), so that \(s\rho=(\varepsilon D/\lambda^2)\mu''\) and \(\mu'=0\) at the walls. Multiplying by \(\mu^*\) and integrating by parts gives

\[
s\int\rho\mu^*dx=-\frac{\varepsilon D}{\lambda^2}\int|\mu'|^2dx .
\]

On the left, Poisson's equation and the wall conditions \(\phi=\mp\delta\lambda\phi'\) give

\[
\int\rho\mu^*dx=\frac{\lambda^2}{\varepsilon}\int|\rho|^2dx+\varepsilon\int|\phi'|^2dx+\varepsilon\delta\lambda\left(|\phi'(L)|^2+|\phi'(-L)|^2\right).
\]

This is real and positive, so \(s\) is real and not positive. The step is odd in \(x\), and so are the \(\rho\) and \(\phi\) it excites. For an odd mode \(s=0\) would require \(\mu=0\), hence \(\rho=0\); every excited mode therefore decays.

**Laplace transform.** With \(\rho=0\) at \(t=0\), the transform obeys \(\hat\rho''=k^2\hat\rho\), where \(k^2=1/\lambda^2+s/D\). The odd solutions are

\[
\hat\rho=A\sinh kx,\qquad \hat\phi=-\frac{A\sinh kx}{\varepsilon k^2}+Bx .
\]

Let \(S=s\lambda^2/D\) and \(q=kL\). Then \(\lambda k=\sqrt{1+S}\) and \(q=\sqrt{1+S}/\eta\). The no-flux condition at \(x=L\) reads

\[
Ak\cosh q-\frac{A\cosh q}{\lambda^2k}+\frac{\varepsilon B}{\lambda^2}=0 .
\]

Since \(\lambda^2k^2-1=S\), it gives

\[
B=-\frac{A\cosh q}{\varepsilon k}S,\qquad \hat\phi'(L)=-\frac{A\cosh q}{\varepsilon k}(1+S).
\]

These go into \(\hat\phi(L)+\delta\lambda\hat\phi'(L)=V/s\). Taking out the factor \(-A\cosh q/(\varepsilon k^2)\) leaves

\[
\frac Vs=-\frac{A\cosh q}{\varepsilon k^2}F(S),\qquad F=\tanh q+Sq+\delta(1+S)^{3/2}.
\]

Integrating \(-\hat\rho\) from \(0\) to \(L\) and inserting \(A\),

\[
\hat Q=-\frac{A(\cosh q-1)}{k}=\frac{\varepsilon Vk}{sF(S)}\left(1-\frac1{\cosh q}\right).
\]

The pole at \(s=0\) gives the final charge. For \(\eta\ll1\), up to terms of order \(e^{-1/\eta}\), it is \(Q_\infty=\varepsilon V/[\lambda(1+\delta)]\). The decay rates are the zeros of \(F\), apart from \(q=0\), where the numerator vanishes as well.

**One slow mode.** A mode slower than \(D/\lambda^2\) has \(-1<S<0\), hence real \(q>0\). Substituting \(1+S=\eta^2q^2\) into \(F=0\) and dividing by \(q\),

\[
\frac{\tanh q}{q}=1-\eta^2(1+\delta\eta)\,q^2 .
\]

As a function of \(q^2\) the right side is a straight line. The left side is

\[
\frac{\tanh q}{q}=\sum_{n=1}^\infty\frac{2}{q^2+(n-\frac12)^2\pi^2},
\]

a sum of convex functions of \(q^2\); it starts at 1 with slope \(-1/3\) and stays positive. The difference, left minus right, is convex and starts at zero. If its initial slope is negative, it falls and later crosses zero once; otherwise it does not return to zero. There is thus one slow mode if

\[
\eta^2(1+\delta\eta)<\tfrac13,
\]

and none otherwise.

The remaining modes have \(q=i\theta\) with real \(\theta\). For them \(S=-1-\eta^2\theta^2\), and \(F=0\) becomes

\[
\tan\theta=\theta(1+\eta^2\theta^2)+\delta\eta^3\theta^3,\qquad -s=\frac{D}{\lambda^2}+\frac{D\theta^2}{L^2}.
\]

Thus \(\lambda^2/D\) does appear in the problem, as an upper bound on the decay times of these other modes.

**Time of the slow mode.** For small \(\eta\) at fixed \(\delta\), \(q\) is large and \(\tanh q\) differs from 1 by an exponentially small amount. Then \(F=0\) is

\[
S\sqrt{1+S}=-\eta\left[1+\delta(1+S)^{3/2}\right].
\]

At first order \(S=-\eta(1+\delta)\). Write \(S=-\eta(1+\delta)+a\eta^2\). The terms in \(\eta^2\) give

\[
a+\tfrac12(1+\delta)^2=\tfrac32\delta(1+\delta)\quad\Rightarrow\quad a=(1+\delta)(\delta-\tfrac12).
\]

Since \(\tau=-\lambda^2/(DS)\),

\[
\tau=\frac{\lambda L}{D(1+\delta)}\left[1+\eta\left(\delta-\tfrac12\right)+O(\eta^2)\right].
\]

**Share of the slow mode.** A slow root would matter little if the step hardly excited it. Write \(Q/Q_\infty=1-we^{-t/\tau}-\dots\), the dots standing for the fast modes. The residue of \(\hat Q\) at the slow root is \(\varepsilon Vk/(S\,dF/dS)\), so

\[
w=-\frac{(1+\delta)\sqrt{1+S}}{S\,dF/dS},\qquad
\frac{dF}{dS}=\frac{1+\frac32S}{\eta\sqrt{1+S}}+\frac32\delta\sqrt{1+S},
\]

and therefore

\[
w=\frac{-\eta(1+\delta)}{S}\cdot\frac{1+S}{1+\frac32S+\frac32\delta\eta(1+S)} .
\]

To first order the factors are \(1+\eta(\delta-\frac12)\), then \(1-\eta(1+\delta)\) in the numerator and \(1-\frac32\eta\) in the denominator. The first-order terms cancel:

\[
\delta-\tfrac12-(1+\delta)+\tfrac32=0,\qquad w=1+O(\eta^2).
\]

For \(\delta=0\) the root condition \(\eta=-S\sqrt{1+S}\) simplifies the share to \(w=(1+S)^{3/2}/(1+\frac32S)=1+\frac38\eta^2+\dots\). Since \(Q(0)=0\), the fast modes contribute a net \(w-1\) to \(Q/Q_\infty\) at the start. Charging is a single exponential at leading order.

The decay times can also be found numerically, by dividing the cell into finite volumes and diagonalizing the linear equations. For \(\delta=0\), in units of \(\lambda L/D\):

| \(\lambda/L\) | Diagonalization | Root of \(F\) | \(1-\eta/2\) |
|---|---|---|---|
| 0.10 | 0.946 | 0.946 | 0.950 |
| 0.03 | 0.985 | 0.985 | 0.985 |
| 0.01 | 0.995 | 0.995 | 0.995 |

If the charging time were proportional to \(\lambda^2/D\), these entries would fall in proportion to \(\lambda/L\). They tend to 1. At \(\lambda/L=0.1\) the diagonalization gives a slow-mode share \(w=1.005\).

**Thick layers.** For \(\delta=0\) the slow mode is lost at \(\eta=1/\sqrt3\approx0.58\). Diagonalization gives a slowest odd rate of \(0.92\,D/\lambda^2\) at \(\eta=0.55\) and \(1.07\,D/\lambda^2\) at \(\eta=0.60\). For \(\eta\to\infty\) the lowest root tends to \(\theta=\pi/2\), and the time becomes \(4L^2/(\pi^2D)\), that of diffusion across the cell. Screening then plays no part, and \(\lambda L/D\) does not apply.

## Second derivation: a resistance feeding a capacitance

Now take \(\lambda\ll L\) and \(\delta\lambda\ll L\) from the start and treat the neutral bulk and the thin charged layers separately.

**Bulk.** While the salt concentration stays near \(c_0\), the bulk has the conductivity

\[
\sigma=\frac{2z^2e^2c_0D}{kT}=\frac{\varepsilon D}{\lambda^2}.
\]

Let \(\Psi\) be the voltage across the diffuse and compact layers at the right electrode. By symmetry the midplane is at zero potential, so the bulk potential rises by \(V-\Psi\) over the length \(L\). Integrating \(\partial_t\rho=-J'\) from \(0\) to \(L\), with \(J(L)=0\), gives \(\dot Q=-J(0)\), or

\[
\dot Q=\frac{\sigma}{L}(V-\Psi).
\]

The resistance of half the cell, for unit area, is \(R=L/\sigma\).

**Layer.** The ion flux is of order \(c_0Dv/L\). To drive it through a layer of thickness \(\lambda\) takes a difference of electrochemical potential of order \(kT\,v\lambda/L\), smaller than the layer's electrical energy \(kT\,v\) by the factor \(\eta\). Once \(t\gg\lambda^2/D\), the layer is therefore close to equilibrium at each instant. With \(u\) the potential relative to the adjacent bulk, in units of \(kT/(ze)\), the concentrations are \(c_\pm=c_0e^{\mp u}\), and Poisson's equation becomes \(\lambda^2u''=\sinh u\). Multiply by \(u'\) and integrate from the bulk, where \(u=u'=0\):

\[
\tfrac12\lambda^2u'^2=\cosh u-1=2\sinh^2\frac u2\quad\Rightarrow\quad\lambda u'=2\sinh\frac u2 .
\]

The positive root holds at the right electrode, where \(u\) rises toward the wall. With \(\zeta\) the value of \(u\) at the wall, Gauss's law gives

\[
Q=\frac{\varepsilon kT}{ze}u'(L)=\frac{2\varepsilon kT}{ze\lambda}\sinh\frac\zeta2 .
\]

The bulk field, smaller than the final layer field by a factor of order \(\eta\), has been dropped.

**Low voltage.** For \(\zeta\ll1\) the diffuse layer carries the voltage \(\lambda Q/\varepsilon\), so its capacitance per area is \(\varepsilon/\lambda\). The compact layer adds \(\delta\lambda\) times the field \(Q/\varepsilon\). Hence \(\Psi=(1+\delta)\lambda Q/\varepsilon\), and

\[
\dot Q=\frac{\varepsilon D}{\lambda^2L}V-\frac{(1+\delta)D}{\lambda L}Q,\qquad
Q=\frac{\varepsilon V}{\lambda(1+\delta)}\left(1-e^{-t/\tau}\right),
\]

with \(\tau=\lambda L/[D(1+\delta)]\), as before.

The two lengths now have separate origins: \(L\) comes from the resistance and \(\lambda\) from the capacitance. Had the capacitance been that of the bare gap, \(\varepsilon/L\), the product would have been \((L/\sigma)(\varepsilon/L)=\varepsilon/\sigma=\lambda^2/D\). That is the time in which a charge imbalance inside the bulk relaxes. The layers store more charge by the factor \(L/[\lambda(1+\delta)]\), and all of it must arrive through the same resistance. For \(\delta=0\) the current starts at \(\sigma V/L\), so by \(t=\lambda^2/D\) it has delivered about \(\varepsilon V/L\), a fraction \(\lambda/L\) of the final charge.

**Finite voltage.** Without a compact layer, differentiating \(Q(\zeta)\) and inserting it in the bulk equation gives

\[
\cosh\frac\zeta2\,\frac{d\zeta}{dt}=\frac{D}{\lambda L}(v-\zeta).
\]

The capacitance grows with voltage, and the circuit described by this equation approaches its final charge with the time \((\lambda L/D)\cosh(v/2)\). This time is still proportional to \(\lambda L/D\), but the factor grows quickly with voltage: it is 1.5 at \(v=2\) and 3.8 at \(v=4\).

This holds while the layers take little salt from the bulk. Using \(dx=\lambda\,du/(2\sinh\frac u2)\), one layer takes up

\[
2c_0\int(\cosh u-1)\,dx=2c_0\lambda\int_0^\zeta\sinh\frac u2\,du=8c_0\lambda\sinh^2\frac\zeta4 .
\]

During charging this comes from a region of width about \(\sqrt{D\tau}\approx\sqrt{\lambda L}\). The relative depletion there is of order \(4\sqrt\eta\,\sinh^2(\zeta/4)\), which must be small. Otherwise the bulk resistance changes, and salt diffusion, with its time \(L^2/D\), enters the charging. Even a small depletion leaves a weak tail, which relaxes by diffusion and outlasts the exponential of the circuit.

**Unequal diffusivities.** If the ions differ, \(\sigma=z^2e^2c_0(D_++D_-)/kT\), and \(D\) is replaced by the arithmetic mean. The bulk current then brings the ions in a ratio different from the one the layer takes up. For diffusivities of similar size, the mismatch disturbs the salt concentration by a relative amount of order \(v\sqrt\eta\), which is small here; the disturbance is larger if one ion is much slower than the other. It too relaxes by diffusion, so a small last part of the charge arrives more slowly than \(e^{-t/\tau}\).

## What each derivation assumes

Both treat the ions as a dilute continuum between flat blocking walls. Beyond that their assumptions differ.

The first needs \(v\ll1\) and, as written, equal diffusivities. It does not presuppose thin layers, equilibrium within them or a neutral bulk. It therefore shows when a slow mode exists, how far the others lie from it, and the correction of relative order \(\lambda/L\).

The second needs \(\lambda\ll L\) and \(\delta\lambda\ll L\), and it uses layer equilibrium and nearly uniform bulk salt. It gives neither the correction in \(\lambda/L\) nor the fast modes, but it extends to moderate voltage and unequal diffusivities. The two agree where \(v\), \(\lambda/L\) and \(\delta\lambda/L\) are all small.

## A small conductivity cell

Cells that monitor rinse baths measure the resistance of the water between two electrodes. Consider one filled with a potassium chloride calibration solution of 1.0 mmol/L at 298 K. Rough values are a relative permittivity of 78 and \(D=2.0\times10^{-5}\) cm²/s for both ions. The electrodes are 100 µm apart, so \(L=50\) µm, and are stepped to ±5 mV. With \(kT/e=25.7\) mV, \(v=0.19\).

The definition gives \(\lambda=9.59\) nm and \(\lambda/L=1.92\times10^{-4}\). The three candidate times are

\[
\frac{\lambda^2}{D}=46\ \text{ns},\qquad
\frac{\lambda L}{D}=\frac{(9.59\times10^{-9}\,\text m)(50\times10^{-6}\,\text m)}{2.0\times10^{-9}\,\text{m}^2/\text s}=0.240\ \text{ms},\qquad
\frac{L^2}{D}=1.25\ \text s .
\]

The conductivity is 150 µS/cm, so \(R=33.3\) Ω cm². The diffuse-layer capacitance is 7.20 µF/cm², and the product is again 0.240 ms. The current starts at \(5\ \text{mV}/R=0.150\) mA/cm², and the final charge is 0.036 µC/cm².

A finite-volume solution of the full nonlinear equations in time agrees with the curve \(1-e^{-t/\tau}\) to about 0.1 % of the final charge, which is the size of both its grid error and the finite-voltage effect. At 46 ns it has delivered a fraction \(1.9\times10^{-4}\) of that charge, in agreement with \(\lambda/L\).

The same solution sizes two simplifications. At ±50 mV, 63.2 % of the charge arrives after about \(1.3\,\lambda L/D\), and the finite-voltage circuit agrees within 1 %. At ±5 mV with diffusivities in the ratio 4:1 and the same mean, the corresponding time is about 0.6 % longer than with equal diffusivities, if the charge is compared with its equilibrium value. In both cases about 0.1 % of the charge is still missing after \(15\,\lambda L/D\); it arrives with the slow diffusion of salt.

A real cell also has a compact layer. With a rough capacitance of 20 µF/cm² for it, \(\delta=7.20/20=0.36\), and \(\tau\) falls by about a quarter to 0.18 ms. A bath 5 K warmer, with \(D\) rising by roughly 2 % per kelvin and \(\lambda\) held fixed, shortens \(\tau\) by 9 %. Ion correlation and crowding are small: the energy \(e^2/(8\pi\varepsilon\lambda)\) is \(0.04\,kT\), and ions 0.4 nm in size fill about \(10^{-4}\) of the volume at the wall.

Real electrodes may also react. A leak resistance \(R_l\) across the layer adds \(1/(R_lC)\) to the rate \(1/(RC)\), where \(C\) is the layer capacitance. For a one-electron reaction \(R_l=R\) at an exchange current of \(25.7\ \text{mV}/33.3\ \Omega\,\text{cm}^2=0.77\) mA/cm², which would halve \(\tau\); a much smaller exchange current is needed for the electrodes to count as blocking.

The gap chosen here suits a miniature cell. With electrodes 1 cm apart in the same solution, \(\tau\) would be 100 times longer, 24 ms. To read the solution resistance rather than the layers, the measuring frequency must lie well above \(1/(2\pi\tau)\), which is 0.66 kHz for the 100 µm cell without a compact layer and about 0.9 kHz with it. These values are for smooth electrodes that carry no charge before the step; a larger layer capacitance lowers them. Real electrodes are often charged at rest, which raises the diffuse-layer capacitance. With 100 mV across the diffuse layer at rest, its capacitance for a small signal is larger by the factor \(\cosh(100/51.4)\approx3.6\), and the circuit estimates of the two frequencies fall to about 0.2 and 0.4 kHz. The frequency must also stay well below \(D/(2\pi\lambda^2)\), about 3.5 MHz, where displacement current through the bulk becomes comparable with conduction. In a real cell the stray capacitance of the leads and the cell body can set a lower upper limit.

Numerical values quoted here were computed with a short program.
